# Transconductance efficiency as a function of inversion coefficient in long-channel transistors: test program

```python
# Result under test: for a saturated long-channel transistor with constant
# mobility and slope factor n,
#     n*U*gm/I = 2/(1 + sqrt(1 + 4*IC)),   IC = I/I_spec,
#     I_spec = 2*n*mu*C*(W/L)*U**2.
# U: thermal energy; C: oxide capacitance per area; mu: mobility;
# gm: derivative of drain current I with respect to gate voltage.
# Charge e = 1, so voltages are energies in eV; lengths are in angstrom.
# Currents are stored as hbar*I in eV, mobility as hbar*mu in angstrom^2,
# and gm as hbar*gm, which is a pure number (unit e^2/hbar).
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

# Model parameters
U = 0.025
oxide_thickness = 40.0
kappa_oxide = 4.0
kappa_body = 12.0
doping = 3.0e-7
psi0 = 0.9                 # surface potential at the threshold reference
mobility = 2000.0
aspect = 10.0
V_SAT = 2.0                # drain voltage deep in saturation

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2, eV angstrom
C = kappa_oxide / (4 * np.pi * coulomb * oxide_thickness)
gamma = np.sqrt(2 * kappa_body * doping / (4 * np.pi * coulomb)) / C
n = 1 + gamma / (2 * np.sqrt(psi0))
prefactor = gamma * C * U / (2 * np.sqrt(psi0))
I_spec = 2 * n * mobility * C * aspect * U**2
nodes, weights = np.polynomial.legendre.leggauss(300)


def local_state(gate, channel, linear=True):
    """Surface potential and charge; gate is measured from threshold.

    linear=True: charge linear in surface potential, constant prefactor.
    linear=False: charge sheet with square-root depletion charge.
    """
    channel = np.asarray(channel, dtype=float)
    pinch = psi0 + gate / n
    gate_body = gate + psi0 + gamma * np.sqrt(psi0)
    low = np.full(channel.shape, pinch - 5.0 if linear else 0.0)
    high = np.full(channel.shape, pinch if linear else gate_body)
    for _ in range(70):
        psi = 0.5 * (low + high)
        boltzmann = np.exp((psi - psi0 - channel) / U)
        if linear:
            residual = n * C * (pinch - psi) - prefactor * boltzmann
        else:
            residual = (gate_body - psi
                        - gamma * np.sqrt(psi + U * boltzmann))
        low = np.where(residual > 0, psi, low)
        high = np.where(residual > 0, high, psi)
    psi = 0.5 * (low + high)
    boltzmann = np.exp((psi - psi0 - channel) / U)
    if linear:
        return psi, prefactor * boltzmann
    x = U * boltzmann
    return psi, C * gamma * x / (np.sqrt(psi + x) + np.sqrt(psi))


def current(gate, drain=V_SAT, linear=True):
    """Integral of charge over quasi-Fermi potential, source at zero."""
    channel = 0.5 * drain * (nodes + 1)
    charge = local_state(gate, channel, linear)[1]
    return mobility * aspect * 0.5 * drain * np.dot(weights, charge)


def numerical_efficiency(gate, drain=V_SAT, linear=True):
    """gm/I by a central difference of ln I, in 1/eV."""
    h = 2e-5
    return (np.log(current(gate + h, drain, linear))
            - np.log(current(gate - h, drain, linear))) / (2 * h)


def gate_for(target, linear=True):
    return brentq(lambda g: np.log(current(g, V_SAT, linear) / target),
                  -0.4, 1.2, xtol=1e-13)


def G_formula(ic):
    return 2 / (1 + np.sqrt(1 + 4 * ic))


# Slope factor: compare with a numerical derivative of the pinch-off condition
def gate_at_pinch(psi):
    return psi + gamma * np.sqrt(psi)


slope = (gate_at_pinch(psi0 + 1e-5) - gate_at_pinch(psi0 - 1e-5)) / 2e-5
assert abs(slope - n) < 1e-8

# Current law, drift-diffusion split and efficiency at any drain voltage
for gate in (-0.1, 0.05, 0.3, 0.6):
    for drain in (0.05, 0.2, V_SAT):
        total = current(gate, drain)
        psi, charge = local_state(gate, np.linspace(0, drain, 2001))
        q_s, q_d = charge[[0, -1]] / (2 * n * C * U)
        law = I_spec * (q_s**2 + q_s - q_d**2 - q_d)
        assert abs(law / total - 1) < 1e-8
        drift = mobility * aspect * trapezoid(charge, psi)
        diffusion = mobility * aspect * U * (charge[0] - charge[-1])
        assert abs((drift + diffusion) / total - 1) < 1e-8
        assert abs(drift / (I_spec * (q_s**2 - q_d**2)) - 1) < 1e-7
        G_num = n * U * numerical_efficiency(gate, drain)
        assert abs(G_num * (1 + q_s + q_d) - 1) < 1e-6
        assert abs(G_num / (diffusion / total) - 1) < 1e-6

# Single function of IC in saturation, and comparison with unlinearised model
rows = []
for ic in (0.01, 0.1, 1.0, 10.0, 100.0):
    gate = gate_for(ic * I_spec)
    G_num = n * U * numerical_efficiency(gate)
    assert abs(G_num / G_formula(ic) - 1) < 1e-6
    q_source = float(local_state(gate, 0.0)[1]) / (2 * n * C * U)
    assert abs(q_source - (np.sqrt(1 + 4 * ic) - 1) / 2) < 1e-7 * (1 + q_source)
    gate_full = gate_for(ic * I_spec, linear=False)
    full = numerical_efficiency(gate_full, linear=False)
    compact = G_formula(ic) / (n * U)
    deviation = compact / full - 1
    # Linearisation and frozen n are approximations at the few-percent level
    assert abs(deviation) < 0.08
    limit_law = min(1.0, ic**-0.5)
    rows.append((ic, q_source, gate, G_formula(ic), compact, full,
                 100 * deviation, 100 * (limit_law / G_formula(ic) - 1)))

# Weak and strong expansions against the numerically differentiated current
ic = 0.01
G_weak = n * U * numerical_efficiency(gate_for(ic * I_spec))
assert abs(G_weak - (1 - ic + 2 * ic**2)) < 1e-5      # next term is 5*ic^3
ic = 100.0
G_strong = n * U * numerical_efficiency(gate_for(ic * I_spec))
series = ic**-0.5 - 1 / (2 * ic) + 1 / (8 * ic**1.5)
assert abs(G_strong / series - 1) < 1e-5

# Bias that gives a required efficiency
target = 20.0
G_target = target * n * U
ic_target = (1 - G_target) / G_target**2
I_target = ic_target * I_spec
gate_target = gate_for(I_target)
assert abs(numerical_efficiency(gate_target) / target - 1) < 1e-6
gm_target = target * I_target

# Small drain voltage: same current does not mean same efficiency
gate_lin, drain_lin = 0.3, 0.05
ic_lin = current(gate_lin, drain_lin) / I_spec
G_lin = n * U * numerical_efficiency(gate_lin, drain_lin)
ends = local_state(gate_lin, np.array([0.0, drain_lin]))[1] / (2 * n * C * U)
assert G_lin < 0.9 * G_formula(ic_lin)
# Weak inversion keeps its limit even at small drain voltage
gate_low = -0.2
G_low = n * U * numerical_efficiency(gate_low, drain_lin)
assert abs(G_low - 1) < 2e-3

to_ampere = const.e / (const.hbar / const.e)     # from hbar*I in eV
to_siemens = const.e**2 / const.hbar             # from hbar*gm

print("INPUTS")
print(f"thermal energy U = {U:.3f} eV")
print(f"oxide thickness = {oxide_thickness:.0f} angstrom")
print(f"oxide, body permittivity = {kappa_oxide:.0f}, {kappa_body:.0f} (relative)")
print(f"doping = {doping:.1e} per angstrom^3")
print(f"reference surface potential psi0 = {psi0:.2f} eV")
print(f"hbar*mobility = {mobility:.0f} angstrom^2")
print(f"W/L = {aspect:.0f}")
print(f"saturated drain voltage = {V_SAT:.1f} eV")
print("DERIVED PARAMETERS")
print(f"e^2 = {coulomb:.4f} eV angstrom")
print(f"capacitance C = {C:.4e} per (eV angstrom^2)")
print(f"body factor gamma = {gamma:.4f} eV^(1/2)")
print(f"slope factor n = {n:.4f}")
print(f"hbar*I_spec = {I_spec:.5f} eV = {I_spec*to_ampere*1e6:.3f} microampere")
print(f"weak-inversion ceiling 1/(nU) = {1/(n*U):.3f} per eV")
print("SATURATION TABLE (gate from threshold; gm/I per eV)")
for ic, q, gate, G, compact, full, dev, lim in rows:
    print(f"IC = {ic:g}: q_s = {q:.5f}, gate = {gate:.4f} eV, G = {G:.5f}")
    print(f"  gm/I compact = {compact:.3f}, unlinearised = {full:.3f} per eV")
    print(f"  compact minus unlinearised = {dev:.2f} %")
    print(f"  nearest limiting law minus compact = {lim:.2f} %")
print("DESIGN")
print(f"required gm/I = {target:.1f} per eV (same number per volt)")
print(f"G = {G_target:.4f}, IC = {ic_target:.4f}")
print(f"gate from threshold = {gate_target:.4f} eV")
print(f"hbar*I = {I_target:.5f} eV = {I_target*to_ampere*1e6:.3f} microampere")
print(f"hbar*gm = {gm_target:.4f} = {gm_target*to_siemens*1e6:.2f} microsiemens")
print("SMALL DRAIN VOLTAGE")
print(f"gate = {gate_lin:.2f} eV, drain = {drain_lin:.2f} eV")
print(f"q_s = {ends[0]:.4f}, q_d = {ends[1]:.4f}, I/I_spec = {ic_lin:.4f}")
print(f"true G = {G_lin:.4f}, saturated formula = {G_formula(ic_lin):.4f}")
print(f"gate = {gate_low:.2f} eV, same drain: G = {G_low:.5f}")
print("finished without a failed check")
```

Output:

```
INPUTS
thermal energy U = 0.025 eV
oxide thickness = 40 angstrom
oxide, body permittivity = 4, 12 (relative)
doping = 3.0e-07 per angstrom^3
reference surface potential psi0 = 0.90 eV
hbar*mobility = 2000 angstrom^2
W/L = 10
saturated drain voltage = 2.0 eV
DERIVED PARAMETERS
e^2 = 14.3996 eV angstrom
capacitance C = 5.5263e-04 per (eV angstrom^2)
body factor gamma = 0.3610 eV^(1/2)
slope factor n = 1.1902
hbar*I_spec = 0.01644 eV = 4.003 microampere
weak-inversion ceiling 1/(nU) = 33.607 per eV
SATURATION TABLE (gate from threshold; gm/I per eV)
IC = 0.01: q_s = 0.00990, gate = -0.0615 eV, G = 0.99020
  gm/I compact = 33.277, unlinearised = 32.619 per eV
  compact minus unlinearised = 2.02 %
  nearest limiting law minus compact = 0.99 %
IC = 0.1: q_s = 0.09161, gate = 0.0095 eV, G = 0.91608
  gm/I compact = 30.786, unlinearised = 30.309 per eV
  compact minus unlinearised = 1.57 %
  nearest limiting law minus compact = 9.16 %
IC = 1: q_s = 0.61803, gate = 0.0976 eV, G = 0.61803
  gm/I compact = 20.770, unlinearised = 20.440 per eV
  compact minus unlinearised = 1.62 %
  nearest limiting law minus compact = 61.80 %
IC = 10: q_s = 2.70156, gate = 0.2655 eV, G = 0.27016
  gm/I compact = 9.079, unlinearised = 8.962 per eV
  compact minus unlinearised = 1.31 %
  nearest limiting law minus compact = 17.05 %
IC = 100: q_s = 9.51249, gate = 0.7083 eV, G = 0.09512
  gm/I compact = 3.197, unlinearised = 3.195 per eV
  compact minus unlinearised = 0.07 %
  nearest limiting law minus compact = 5.12 %
DESIGN
required gm/I = 20.0 per eV (same number per volt)
G = 0.5951, IC = 1.1432
gate from threshold = 0.1042 eV
hbar*I = 0.01880 eV = 4.576 microampere
hbar*gm = 0.3760 = 91.52 microsiemens
SMALL DRAIN VOLTAGE
gate = 0.30 eV, drain = 0.05 eV
q_s = 3.1966, q_d = 2.3503, I/I_spec = 5.5403
true G = 0.1527, saturated formula = 0.3441
gate = -0.20 eV, same drain: G = 0.99989
finished without a failed check
```
